# Energy and forces of a doped monolayer: planar gate versus background

A voltage on a gate electrode puts carriers into a monolayer and leaves the opposite charge on the gate. The two charges face each other like capacitor plates: there is a field between them and, for a single gate, none on the far side of the layer. A periodic calculation of the doped layer alone cannot have this field. Its cell carries a net charge, and the usual remedy is to spread the compensating charge uniformly through the cell, vacuum included. The layer then holds the right number of carriers in the wrong field. The energy and force terms of both arrangements follow from one Coulomb kernel.

Gaussian atomic units are used in the derivation, with $e=\hbar=m_e=1$; replacing $4\pi$ by $1/\varepsilon_0$ in the electrostatic formulas gives their SI form. The layer is periodic in the plane and $z$ is its normal. All energies are per unit area unless an atom or a cell is named. Let $\phi_{\mathbf G}(z)$ and $\rho_{\mathbf G}(z)$ be the lateral Fourier components of the potential and of the charge density. Poisson's equation reads

$$\phi_{\mathbf G}''-G^2\phi_{\mathbf G}=-4\pi\rho_{\mathbf G}.$$

For a unit source at $z=0$ the slope of the solution must jump by $-4\pi$ there. The functions with this jump are

$$\frac{2\pi}{G}e^{-G|z|}\quad(G\neq0),\qquad -2\pi|z|\quad(G=0).$$

A uniform sheet has only the component $G=0$. It therefore exerts no lateral force, and all terms with $G\neq0$ are those of the layer alone. A gate made of discrete charges also has components with $G\neq0$, which reach the layer weakened by $e^{-Gd}$ at distance $d$.

What remains is a problem in $z$. Let $\lambda(z)$ be the plane-averaged charge density of the layer, ions minus electrons, with moments

$$\sigma=\int\lambda\,dz,\qquad m=\int z\lambda\,dz,\qquad q_2=\int z^2\lambda\,dz.$$

Hole doping means $\sigma>0$. The gate is a fixed sheet of charge $-\sigma$ at $z_g$, above all of the layer's charge. The total density is $\lambda(z)-\sigma\delta(z-z_g)$, and its energy is half the double integral with the kernel $-2\pi|z-z'|$. The layer with itself gives

$$U_{\rm iso}=-\pi\iint\lambda(z)\lambda(z')|z-z'|\,dz\,dz'.$$

The sheet with itself gives zero, because its separation from itself is zero. The cross term occurs twice in the double integral, and $|z-z_g|=z_g-z$ wherever $\lambda$ is nonzero:

$$2(-\pi)(-\sigma)\int\lambda(z)(z_g-z)\,dz=2\pi\sigma(\sigma z_g-m).$$

Hence

$$U_{\rm gate}=U_{\rm iso}+2\pi\sigma(\sigma z_g-m).\tag{1}$$

The field of the sheet at the layer is $+2\pi\sigma$, towards the gate when $\sigma>0$. Between layer and gate the layer's own field adds another $2\pi\sigma$, giving $4\pi\sigma$. On the far side the two cancel. Since the field vanishes outside the pair, integration by parts turns the energy into $\int E^2dz/8\pi$ without a boundary term.

For the uniform background, let the cell have period $L$ along $z$. The kernel $K$ must now satisfy $K''=-4\pi(\delta-1/L)$, and its constant is fixed by a zero average. Within one period, $K=-2\pi|z|+2\pi z^2/L+c$. The averages of the first two terms over $-L/2<z<L/2$ are $-\pi L/2$ and $+\pi L/6$, so $c=\pi L/3$:

$$K(z)=-2\pi|z|+\frac{2\pi z^2}{L}+\frac{\pi L}{3}.$$

This expression is unchanged by $z\to L-z$ for $0\le z\le L$, so it holds for all separations up to $L$. Because $K$ averages to zero, the background contributes nothing further to the double integral, and $U_{\rm bg}=\frac12\iint\lambda\lambda'K$. The constant gives $\frac12\sigma^2\pi L/3$. The quadratic term gives

$$\frac{\pi}{L}\iint\lambda\lambda'(z^2-2zz'+z'^2)\,dz\,dz'=\frac{2\pi}{L}(\sigma q_2-m^2).$$

Therefore

$$U_{\rm bg}=U_{\rm iso}+\frac{\pi\sigma^2L}{6}+\frac{2\pi}{L}(\sigma q_2-m^2).\tag{2}$$

At fixed $\sigma$ the term $\pi\sigma^2L/6$ grows linearly with the cell length, whereas the corresponding term of the gate grows with the real distance to the electrode. The last term of (2) falls as $1/L$, but it dominates the change of the energy with $L$ as long as $L^2<12|\sigma q_2-m^2|/\sigma^2$. Equation (2) concerns $G=0$; the components with $G\neq0$ also acquire periodic images, which are exponentially small once the vacuum is wider than the lateral period.

Subtracting (2) from (1) gives the energy difference between the two arrangements for the same layer charge density:

$$U_{\rm gate}-U_{\rm bg}=2\pi\sigma(\sigma z_g-m)-\frac{\pi\sigma^2L}{6}-\frac{2\pi}{L}(\sigma q_2-m^2).$$

To turn a background calculation into a gated one, this term and its potential must enter every step of the self-consistent cycle. Added only at the end, they would miss the electrons' response to the gate.

There is an equivalent route. If the gate itself is placed in the cell, the total charge is zero and the total dipole per area is $m_{\rm tot}=m-\sigma z_g$. Equation (2), applied to this neutral density, leaves only the error $-2\pi m_{\rm tot}^2/L$. Adding $2\pi m_{\rm tot}^2/L$ restores the open boundary.

The Kohn–Sham equations need the potentials. With $\phi_{\rm iso}(z)=-2\pi\int\lambda(z')|z-z'|dz'$, the two kernels give, inside the layer,

$$\phi_{\rm gate}=\phi_{\rm iso}+2\pi\sigma(z_g-z),$$

$$\phi_{\rm bg}=\phi_{\rm iso}+\frac{\pi\sigma L}{3}+\frac{2\pi}{L}(\sigma z^2-2mz+q_2).$$

An electron has potential energy $-\phi$. The negative slopes are the fields:

$$E_{\rm gate}=E_{\rm iso}+2\pi\sigma,\qquad E_{\rm bg}=E_{\rm iso}-\frac{4\pi}{L}(\sigma z-m).\tag{3}$$

This is the central contrast. The background's field is odd about the charge centroid $m/\sigma$ and falls as $1/L$ within the layer. The gate's field is uniform there and does not depend on the cell. More vacuum removes the background's field inside the layer, though not the constant $\pi\sigma L/3$ in its potential, and it does not bring in the field of the gate.

For the force, write $\lambda=\sum_IQ_Ig(z-z_I)-n$, where $n$ is the electron density, $Q_I$ the charge per area of ion plane $I$, and $g$ its normalized profile. The total energy is stationary with respect to the orbitals at fixed occupations, so only the explicit dependence on $z_I$ counts:

$$F_I=-\int\phi\,\frac{\partial\lambda}{\partial z_I}dz=Q_I\int\phi\,g'(z-z_I)\,dz=Q_I\int g(z-z_I)\,E(z)\,dz.$$

The last step is an integration by parts. For an ion of valence charge $q$, equation (3) gives the explicit extra force $2\pi\sigma q$ with the gate and $-4\pi q(\sigma z-m)/L$ with the background. These are not the whole change of force, because the electrons rearrange and alter $E_{\rm iso}$ as well.

The sum of the forces is free of this complication. Suppose a wall potential $V_w(z)$ also acts on the electrons, as a model of the spacer's repulsion, adding $\int nV_w\,dz$ to the energy. Moving the electron density rigidly changes neither its kinetic nor its exchange energy, so at self-consistency the remaining forces on the electrons balance: $-\int nE\,dz-\int nV_w'\,dz=0$. Then

$$\sum_IF_I=\int(\lambda+n)E\,dz=\int\lambda E\,dz-\int nV_w'\,dz.$$

The layer exerts no net force on itself, so with the gate $\int\lambda E\,dz=2\pi\sigma^2$, a pressure $\sigma^2/2\varepsilon_0$ in SI form. With the background it is $-(4\pi/L)(\sigma m-m\sigma)=0$. A gated layer without a wall is thus pulled to the gate and has no equilibrium distance. Either the wall supplies the opposite push, or the layer is held in place by a constraint.

Changing the number of electrons also changes the gate charge. An added electron costs the Fermi energy $\varepsilon_F$, and the accompanying $+1$ on the gate costs $\phi(z_g)$:

$$\frac{dE}{dN}=\varepsilon_F+\phi(z_g),\qquad \phi(z_g)=-2\pi(\sigma z_g-m).$$

On the far side $\phi_{\rm iso}=-2\pi m+2\pi\sigma z$, so the potential there is constant, $\phi_{\rm far}=2\pi(\sigma z_g-m)$. With the far-side work function $W=-\phi_{\rm far}-\varepsilon_F$, moving one electron from the layer to the gate sheet, which creates a hole, costs

$$-\frac{dE}{dN}=W+4\pi(\sigma z_g-m).\tag{4}$$

The second term is the potential drop from the far-side vacuum to the gate, including the step across the layer itself. Subtracting the work function of a real gate metal turns the cost into the applied voltage times $e$. With the background there is no gate term, and $dE/dN=\varepsilon_F$ when the average potential is zero.

These relations were tested on a self-consistent model with three planes of Gaussian ion charge, laterally averaged electrons in three subbands, and local exchange. The test layer was asymmetric and held $1.07\times10^{14}$ holes/cm², with the gate at 40 bohr. The forces from the field formula agreed with differences of total energy within $8.2\times10^{-11}$ Ha/bohr³, where the bare gate force on an outer plane is $2.6\times10^{-3}$ Ha/bohr³. The derivative with respect to electron number agreed within $1.4\times10^{-10}$ Ha; for comparison, the potential between layer and gate changes by 0.038 Ha per bohr.

The lateral claim was tested in three dimensions, with Gaussian charges 1.0, −0.6 and 0.4 at heights 0, 1.3 and 2.5 bohr in a cell of $6\times6\times30$ bohr, and a gate at 9 bohr. With one gate charge per cell, the force difference between gate and background missed the uniform-sheet formula by up to $1.3\times10^{-4}$ Ha/bohr. With nine it missed by $1.8\times10^{-8}$. This remainder has a simple origin. The Gaussians have standard deviation $w=0.9$ bohr, and their overlapping tails reduce the sheet's force by the fraction $\operatorname{erfc}(d/2w)$. For the uppermost charge $d=6.5$ bohr, the fraction is $3.3\times10^{-7}$, and the sheet's force is 0.056 Ha/bohr, which gives $1.8\times10^{-8}$.

For a worked example, take the regime of gated monolayer CrI₃, with rough values: lattice constant 0.70 nm, iodine planes 0.30 nm apart with chromium midway, $5\times10^{12}$ holes/cm², and, for illustration, a gate only 2.0 nm from the chromium plane. The ions carry valence charges 7 (I) and 6 (Cr), and the holes have one electron mass and a single spin direction. This is the same laterally averaged model, not a first-principles calculation of CrI₃: it has no lateral bonds, and no magnetism beyond the assumed spin of the holes. Geometry and hole density are the same in both schemes, and the background cell is 3.175 nm long.

The sheet charge is 0.80 µC/cm², or 0.0212 holes per cell. The field between layer and gate is $\sigma/\varepsilon_0=9.05$ MV/cm, or 0.905 V/nm, and on the far side it vanishes to the accuracy of the calculation. The mean gate field on the layer is half of this, 4.52 MV/cm. In the background cell the field 1 nm from the centre is $4.52\times(1-2/3.175)=1.67$ MV/cm, pointing outwards on both sides.

The gate field polarizes the layer. Its net-charge centroid $m/\sigma$ lies 0.293 nm towards the gate, beyond the outer iodine plane at 0.15 nm. This is not the position of the holes: $m$ includes the dipole of all the valence electrons, divided here by a small net charge. The potential drop from the far-side vacuum to the gate is therefore $0.905\times(2.0-0.293)=1.54$ V, not the 1.81 V found with the charge at the chromium plane. By equation (4), a hole costs $8.45+1.54=9.99$ eV.

The background gives $-\varepsilon_F=7.120$ eV in the 3.175 nm cell and 7.718 eV in one of 4.763 nm. The potentials above account for the change. Let $W_{\rm iso}$ be $-\varepsilon_F$ measured in $\phi_{\rm iso}$. For this symmetric layer the background has $m=0$, and

$$-\varepsilon_F\approx W_{\rm iso}+\frac{\pi\sigma L}{3}+\frac{2\pi q_2}{L}.$$

The omitted term $2\pi\sigma z^2/L$ is about 3 meV at an iodine plane. The second term is two thirds of the printed vacuum span $\pi\sigma L/2=0.359$ V, hence 0.239 eV, and 0.359 eV in the longer cell. Write the third as $-B$ in the short cell and $-B/1.5$ in the long one. The difference of the two results is then $0.598=0.120+B/3$, so $B=1.434$ eV and $W_{\rm iso}=7.120-0.239+1.434=8.315$ eV. The fitted $B$ also absorbs the omitted term and the electrons' response to it, which fall as $1/L$ too and amount to about 12 meV here; the $q_2$ term alone is $-1.446$ eV in the short cell. The large term comes from $q_2<0$, the electrons reaching farther out than the ions.

The gated result can be predicted from this. To first order the odd potential of the gate does not shift a level of a mirror-symmetric layer, so the constant part alone acts and $W=W_{\rm iso}+2\pi m$. Here $2\pi m=\frac12\times0.905\times0.293=0.133$ eV, which gives 8.45 eV, as calculated directly.

The forces show how strong the screening is. The bare gate force is 3.17 eV/nm on an iodine ion and 2.71 eV/nm on a chromium ion. The calculated changes on doping, positive towards the gate, are in eV/nm per atom:

| | far I | Cr | near I |
|---|---:|---:|---:|
| gate | −0.019 | −0.122 | 0.103 |
| background | −0.034 | 0.000 | 0.034 |

With the gate, chromium is pushed away from the electrode although its bare force points towards it: the response of the electrons outweighs the direct pull. This is a property of the laterally averaged model, not a prediction for CrI₃, and its size depends on the width chosen for the Gaussian ion charge, 0.8 bohr here. For widths from 0.5 to 1.3 bohr the chromium force keeps its sign but runs from −0.21 to −0.04 eV/nm, the centroid from 0.277 to 0.328 nm, and the work function between 8.5 and 7.7 eV. The sum over the three far I, two Cr and three near I atoms is 0.0096 eV/nm per cell, equal to $0.0212\times0.452$, the hole charge times the mean gate field. The corresponding pressure is 3.6 MPa. The background gives a symmetric pattern without a net force. Even the outward push on the iodine planes differs: half the difference of the two iodine forces is 0.061 eV/nm with the gate and 0.034 eV/nm with the background. To first order the gate field acts equally on the two planes and drops out of this half-difference, so the gap is due to the inward field of the background in equation (3).

For electron doping $\sigma$ changes sign, and the vacuum becomes attractive to electrons. In the background cell the potential energy falls towards mid-vacuum by $\pi|\sigma|L/2$ for a layer of negligible thickness, which would be 0.36 eV here. Measured from a distance $z$ outside the layer's charge, the fall is smaller by the factor $(1-2z/L)^2$: from 0.5 nm it is 0.17 eV. It grows with $L$. With a gate it falls all the way to the electrode. If the bottom drops below the Fermi level by more than the confinement energy, electrons leave the layer. A calculation then needs a barrier before the gate, or a limited vacuum width.

Real devices first break the assumption of a vacuum gap. A spacer of relative permittivity 3 lowers the field within it from 9.0 to 3.0 MV/cm, and the voltage across each nanometre of spacer from 0.90 to 0.30 V. The reduced field is about a third of a rough breakdown field of 10 MV/cm for the spacer. For a full 2.0 nm of spacer, a 3 eV barrier and a tunnelling mass of 0.5, the exponential factor in the tunnelling probability is about $5\times10^{-11}$; the prefactor depends on the kinetic energy normal to the layer and puts the probability between about $2\times10^{-11}$ (at 24 meV) and $2\times10^{-10}$ (at several eV) per attempt. At an assumed $10^{15}$ attempts per second this is still $10^4$ to $2\times10^5$ events per hole per second, and the real gap is thinner because the layer takes up part of the 2.0 nm. Leakage is therefore not negligible at this distance; a thicker spacer suppresses it. At 40 K the thermal shift of the hole level is negligible beside the Fermi energy of 24 meV; halving the mass would add another 24 meV. The weakest part is the treatment of the holes: their unscreened in-plane exchange is about −0.48 eV per hole, twenty times the Fermi energy. Its contribution to the cost of one more hole is 3/2 of this, −0.73 eV, so the hole cost is uncertain on that scale. The model's work function of 8.4 eV also looks high for a layered semiconductor and should not be read as a property of CrI₃. A metal gate would also respond to individual holes, 4.5 nm apart on average. For holes on a regular square lattice, the first lateral component of this response is weakened by $e^{-2Gd}\approx0.004$. For less ordered holes the response is larger. For holes at uncorrelated positions it equals the image energy of an isolated hole, 0.18 eV at 2.0 nm in vacuum. That is an upper limit here: free holes of one spin direction already avoid each other through exchange, which lowers it to 0.035 eV per hole, against 0.0025 eV for the square lattice. None of these corrections to the hole energy alters equations (1) to (3), which hold for any layer charge density that does not reach the gate. A planar dielectric spacer between layer and gate lowers the energy (1) and the voltage at fixed $\sigma$. Its two polarization charges cancel outside it, however, so the gate field on the layer remains that of equation (3). The full set of values is in the numerical output.

## Numbers as computed

```
TESTS (atomic units)
heavy test doping: 1.071e+14 cm^-2
largest ionic force error: 8.2e-11 Ha/bohr^3
bare gate force on outer plane: 0.002612 Ha/bohr^3
field-energy error: 3.2e-10 Ha/bohr^2
electron-number derivative error: 1.4e-10 Ha
force misfit, 1 gate charge per cell: 0.00013 Ha/bohr
force misfit, 9 gate charges per cell: 1.8e-08 Ha/bohr
EXAMPLE INPUTS (rough CrI3-like regime)
lattice constant: 0.7 nm
distance between outer planes: 0.3 nm
hole density: 5e+12 cm^-2
holes per cell: 0.02122
gate distance from middle plane: 2 nm
in-plane hole mass: 1 electron masses
cell length, background: 3.175 nm
EXAMPLE RESULTS
sheet charge: 0.8011 uC/cm2
gate: field at -1 nm, +1 nm: -4.697e-07, 9.048 MV/cm
background: field at -1 nm, +1 nm: -1.674, 1.674 MV/cm
mean gate field on layer: 4.524 MV/cm
pressure towards gate: 3.624 MPa
charge centroid, gate: 0.293 nm
voltage drop, layer to gate: 1.544 V
far-side work function: 8.447 eV
cost of a hole, gate: 9.992 eV
-Fermi level, background: 7.12 eV
longer background cell: 4.763 nm
-Fermi level, longer cell: 7.718 eV
sheet energy 2 pi s^2 zg per cell: 19.2 meV
background term pi s^2 L/6 per cell: 2.54 meV
background vacuum potential span: 0.3591 V
Force per atom, order: far I, Cr, near I; + is towards gate
bare gate force: 3.167, 2.714, 3.167 eV/nm
change on doping, gate: -0.01854, -0.1221, 0.1031 eV/nm
change on doping, background: -0.03384, -1.016e-10, 0.03384 eV/nm
gate minus background: 0.0153, -0.1221, 0.0693 eV/nm
net gate force per cell: 0.0096 eV/nm
NEGLECTED EFFECTS (rough spacer and use conditions)
spacer permittivity, breakdown field: 3, 10 (-, MV/cm)
field in such a spacer: 3.016 MV/cm
sheet voltage in such a spacer: 0.6032 V
tunnel barrier, mass: 3, 0.5 (eV, electron masses)
log10 of tunnelling probability: -10.3
hole Fermi energy: 23.94 meV
temperature, thermal energy: 40, 3.447 (K, meV)
thermal shift of hole level: -0.0033 meV
rise of Fermi energy if mass is halved: 23.94 meV
unscreened in-plane exchange per hole: -0.484 eV
mean hole distance: 4.47 nm
gate response factor to discrete holes: 0.0036
```
